# Film stress from wafer bow: subtract signed curvatures, not bending radii

**Q:** I scanned a silicon wafer before and after coating it. The bare wafer had a bending radius of 100 m, the coated one 40 m. The film's own share is therefore $40-100=-60$ m. I put that into Stoney's equation,

$$\sigma_f=\frac{M_s h_s^2}{6h_f R},$$

where $M_s$ and $h_s$ are the biaxial modulus and thickness of the wafer and $h_f$ is the film thickness. I get $-528$ MPa, a compressive film. Subtracting the bare wafer's radius removes its initial bow, doesn't it?

**A:** It does not. Start with the sign. How do you count the radius, and which way did the wafer move?

**Q:** Positive means that the film side is concave, like a shallow bowl with the film inside. Both radii are positive. The radius became smaller, so the bowl became deeper.

**A:** A film in tension tries to shorten. It sits on the upper face, so it pulls that face together and lifts the rim. That deepens the bowl. Your film is tensile, and your calculation calls it compressive.

**Q:** Then I have the order wrong. With $R_0-R_1=+60$ m I get $+528$ MPa.

**A:** The sign is now right for this wafer, but the number is not. To see what has to be subtracted, look at what bending does to the material. Let $R_0$ and $R_1$ be the signed radii of the bare and coated wafer, and let $\kappa=1/R$ be the signed curvature. Measure height $z$ from the mid-plane of the wafer, positive towards the film.

On a spherical cap of radius $R$, the centre of curvature lies on the film side when $R>0$. A fibre at height $z$ is closer to that centre, at distance $R-z$. For a given opening angle, its length compared with the mid-plane fibre is

$$\frac{R-z}{R}=1-z\kappa .$$

While the film is added, the curvature goes from $\kappa_0$ to $\kappa_1$ and the mid-plane stretches by a small fraction $e$. The strain of the fibre is its new length over its old length, minus one:

$$\varepsilon(z)=\frac{(1+e)(1-z\kappa_1)}{1-z\kappa_0}-1 .$$

Here $z\kappa$ is at most about $10^{-5}$, so $1/(1-z\kappa_0)\approx 1+z\kappa_0$. Multiplying out and dropping products of small quantities leaves

$$\varepsilon(z)\approx e-z(\kappa_1-\kappa_0).$$

The difference of curvatures appears because strain compares fibre lengths, and those lengths are linear in $1/R$. They are not linear in $R$.

**Q:** That is the strain. Why does the film stress depend on the same difference?

**A:** Because the coated wafer is free, so its internal forces and moments must balance. I assume a uniform film on one face, equal stress in all in-plane directions, linear elasticity, small slopes and nearly spherical bending. I also take the bare wafer to be free of stress. If it has internal stresses that deposition leaves alone, they balance among themselves already and drop out.

Under equal in-plane strain $\varepsilon$, the added stress in the wafer is $M_s\varepsilon$. The force per unit width in the wafer is

$$\int_{-h_s/2}^{h_s/2}M_s\left[e-z(\kappa_1-\kappa_0)\right]dz=M_sh_se,$$

since the term odd in $z$ integrates to zero. The film contributes $\sigma_fh_f$, with tension positive, so

$$M_sh_se+\sigma_fh_f=0 .$$

For the moment about the mid-plane, multiply the stress by $z$ before integrating. Now the constant term vanishes, and $\int z^2dz=h_s^3/12$ gives a wafer moment $-M_sh_s^3(\kappa_1-\kappa_0)/12$. A thin film acts at height $h_s/2$. The total is zero:

$$\frac{\sigma_fh_fh_s}{2}-\frac{M_sh_s^3}{12}(\kappa_1-\kappa_0)=0 .$$

Multiplying by $2/(h_fh_s)$ and rearranging,

$$\sigma_f=\frac{M_sh_s^2}{6h_f}\left(\frac1{R_1}-\frac1{R_0}\right).$$

No physical constant enters, so the equation reads the same in atomic units.

**Q:** You expanded the fibre lengths. Could the starting curvature creep back in through the terms you dropped?

**A:** Only at a negligible level here. The dropped terms are of relative order $h_s\kappa$. They include the unexpanded lengths and also the width of a cut section of the cap, which scales as $1-z\kappa_0$. With both kept, and bare curvatures from $-0.03$ to $+0.03$ m$^{-1}$, the curvature change caused by a given film varies by a relative $10^{-5}$ or so. The starting curvature matters more through stretching of the plate, which we come to below.

**Q:** Then what is the stress on my wafer? It is a (100) silicon wafer, 200 mm across and 725 µm thick, with 500 nm of film.

**A:** First we need the modulus. Take rough elastic constants $c_{11}=166$ GPa and $c_{12}=64$ GPa. Stretch the crystal by $\varepsilon$ along both in-plane cube axes. The free surface requires

$$2c_{12}\varepsilon+c_{11}\varepsilon_z=0,\qquad \varepsilon_z=-\frac{2c_{12}}{c_{11}}\varepsilon .$$

The in-plane stress is $(c_{11}+c_{12})\varepsilon+c_{12}\varepsilon_z$, hence

$$M_s=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}=180.7\ \text{GPa}.$$

The two in-plane stresses are equal and there is no shear, so this value holds for every direction in the wafer plane. With the unrounded modulus, the prefactor is

$$\frac{M_sh_s^2}{6h_f}=\frac{(180.7\times10^9)(725\times10^{-6})^2}{6(500\times10^{-9})}\ \text{Pa m}\approx31651\ \text{MPa m}.$$

Your curvatures are 0.0100 and 0.0250 m$^{-1}$, so

$$\sigma_f=31651\times(0.0250-0.0100)\ \text{MPa}\approx475\ \text{MPa},$$

which is tensile. In atomic-scale units it is 0.00296 eV/Å$^3$.

**Q:** My reversed subtraction gave 528 MPa. That is 11% too high, which looks like a tolerable approximation.

**A:** The closeness is an accident of your two radii. Write your original difference in terms of curvature:

$$R_1-R_0=\frac1{\kappa_1}-\frac1{\kappa_0}=\frac{\kappa_0-\kappa_1}{\kappa_0\kappa_1}.$$

The quantity you inserted was therefore

$$\frac1{R_1-R_0}=-\frac{\kappa_0\kappa_1}{\kappa_1-\kappa_0}.$$

The correct quantity is $\kappa_1-\kappa_0$. Dividing one by the other, and setting $x=\kappa_1/\kappa_0$,

$$\frac{\sigma_{\rm wrong}}{\sigma_f}=-\frac{\kappa_0\kappa_1}{(\kappa_1-\kappa_0)^2}=-\frac{x}{(x-1)^2}.$$

For your wafer $x=2.5$, and the ratio is $-2.5/1.5^2=-1.11$.

**Q:** Is there any wafer for which my original rule is right?

**A:** Not with finite, unequal radii. A ratio of $+1$ requires $-x=(x-1)^2$, or

$$x^2-x+1=0 .$$

The discriminant is $1-4=-3$, so there is no real solution. The magnitude alone can be right. A ratio of $-1$ requires $x=(x-1)^2$, or

$$x^2-3x+1=0,\qquad x=\frac{3\pm\sqrt5}{2},$$

which gives 0.382 and 2.618. Your 2.5 lies near the second value, so the magnitude looked plausible. At those two ratios your reversed rule gives the correct stress, but it has no general validity.

**Q:** What happens if the wafer starts out bent the other way?

**A:** Put the same film on a wafer with $R_0=-100$ m, keeping the thicknesses and modulus fixed. The curvature still rises by 0.0150 m$^{-1}$:

$$\kappa_1=-0.0100+0.0150=0.0050\ \text{m}^{-1},\qquad R_1=200\ \text{m}.$$

Signed curvatures again give 475 MPa. Your original rule uses $200-(-100)=300$ m and gives $31651/300\approx106$ MPa. The reversed rule gives $-106$ MPa, so changing the order has not repaired anything.

**Q:** On this wafer the original rule at least has the right sign.

**A:** Yes, because $\kappa_0\kappa_1$ is negative. But the magnitude is then always too small. Set $x=-y$ with $y>0$. The ratio becomes $y/(1+y)^2$, and since

$$(1+y)^2-4y=(1-y)^2\ge0,$$

it cannot exceed one quarter. It reaches that value at $y=1$, when the wafer goes from one bow to its mirror image. Here $y=0.5$ and the ratio is $0.5/1.5^2=0.222$.

When both radii have the same sign, $x>0$ and the original rule always gives the wrong sign.

**Q:** Surely it works when the bare wafer is almost flat. There is hardly anything to subtract.

**A:** There is hardly any curvature to subtract, but the radius is enormous. Take $R_0=10\,000$ m and the same film. The coated curvature is $0.0001+0.0150=0.0151$ m$^{-1}$, so $R_1=66.23$ m. The radius difference is $-9934$ m, and your rule gives $-3.2$ MPa for a film that carries 475 MPa.

In the limit $\kappa_0\to0$ at fixed film stress, the ratio tends to $-\kappa_0/\kappa_1$, and hence to zero. The correct equation goes over smoothly to Stoney's equation with $R=R_1$.

The opposite limit fails too. A film without stress leaves $R_1=R_0$. The correct result is zero, whereas your rule divides by zero.

**Q:** Can I still speak of a radius due to the film?

**A:** You can define the radius that the same film would give an initially flat wafer:

$$\frac1{R_{\rm eff}}=\frac1{R_1}-\frac1{R_0}=\frac{R_0-R_1}{R_0R_1},
\qquad R_{\rm eff}=\frac{R_0R_1}{R_0-R_1}.$$

For your wafer, $R_{\rm eff}=100\times40/60=66.67$ m. The radius difference does appear, but it has to be combined with the product of the radii. The unit of metres could not warn you, because $R_1-R_0$ and $R_{\rm eff}$ are both lengths.

**Q:** Suppose my instrument reports only the size of the radius. May I subtract the unsigned reciprocals?

**A:** That works if you know that both radii have the same sign, and if you then restore that sign. Your first wafer passes: both radii are positive and the answer is 475 MPa. The wafer that bends through flat does not:

$$31651\left(\frac1{200}-\frac1{100}\right)\text{ MPa}\approx-158\ \text{MPa}.$$

Sign and magnitude are both wrong. You need the height profile, or another record of which face is concave.

**Q:** My wafer rests on its rim during the scan and sags under its own weight. Does that spoil the curvature difference?

**A:** Largely not, if both scans use the same support and the same face up. As long as the deflections are small compared with the wafer thickness, the heights due to bow and sag add to a good approximation. A least-squares curvature is linear in the heights, so the fitted curvatures add as well, and a common sag cancels in their difference.

To size it, treat the wafer as a uniform plate simply supported around its rim. With weight per area $q$, plate radius $a$, Poisson ratio $\nu$ and bending stiffness $D=M_sh_s^3/[12(1+\nu)]$, the sag is

$$w=-\frac{q}{64D}\left(a^2-r^2\right)\left(\frac{5+\nu}{1+\nu}a^2-r^2\right).$$

It vanishes at the rim. Its $r^4$ term gives $D\nabla^4w=-q$, because $\nabla^4r^4=64$. The rim must also carry no bending moment, which requires $w''+\nu w'/r=0$ at $r=a$. The coefficient of $-a^2r^2$ in the product of brackets is

$$1+\frac{5+\nu}{1+\nu}=\frac{6+2\nu}{1+\nu}.$$

The $r^2$ term then contributes $-2(6+2\nu)a^2$ to the moment condition, and the $r^4$ term contributes $(12+4\nu)a^2$. They cancel.

Silicon's Poisson ratio in this plane depends on direction, so an isotropic plate gives only an estimate. With the rough cube-axis value $\nu=0.28$, the centre drops by about 24 µm. For a fit over 95% of the diameter, the apparent radii of your wafer change from 100 and 40 m to about 67 and 33 m. With the heights simply added, the curvature difference still gives 475 MPa, even with the film's small weight included in the second scan. Stretching of the plate couples bow and sag slightly and lowers this by roughly 1%, on top of a stretching error of similar size that is present without gravity and is discussed next. Your original radius rule moves from $-528$ MPa to roughly $-950$ MPa. It responds to how the wafer is held, although the film has not changed.

**Q:** Is there a point at which subtracting curvatures also fails?

**A:** Yes, when the bow is large enough to stretch the plate appreciably. A flat sheet cannot become a spherical cap by bending alone. Let $u(r)$ be the radial displacement averaged through the thickness. The slope of the cap is $\kappa r$, so to leading order the in-plane strains are

$$\varepsilon_r=u'+\tfrac12Gr^2,\qquad \varepsilon_\theta=\frac ur,\qquad G=\kappa_1^2-\kappa_0^2 .$$

Eliminating $u$ gives $\varepsilon_r-(r\varepsilon_\theta)'=Gr^2/2$. In-plane equilibrium requires $\sigma_\theta=(r\sigma_r)'$, and the rim is free. Try

$$\sigma_r=C(a^2-r^2),\qquad \sigma_\theta=C(a^2-3r^2).$$

For an isotropic plate with Young's modulus $E$, Hooke's law gives

$$E\varepsilon_r=C[(1-\nu)a^2-(1-3\nu)r^2],$$
$$E\varepsilon_\theta=C[(1-\nu)a^2-(3-\nu)r^2].$$

Inserting these makes the left side of the strain condition $8Cr^2/E$, so $C=EG/16$.

The stretching energy per area is $h_s/(2E)$ times the disc average of $\sigma_r^2+\sigma_\theta^2-2\nu\sigma_r\sigma_\theta$. With $s=r^2/a^2$ uniformly distributed from 0 to 1, the averages of $(1-s)^2$, $(1-3s)^2$ and $(1-s)(1-3s)$ are $1/3$, 1 and 0. Hence

$$U_{\rm stretch}=\frac{h_s}{2E}\,C^2a^4\,\frac43=\frac{Eh_sa^4G^2}{384}.$$

The bending energy is $M_sh_s^3(\kappa_1-\kappa_0)^2/12$. Raising the curvature by $d\kappa_1$ shortens the top face by $h_sd\kappa_1/2$ in both directions, so the film gives up energy $\sigma_fh_fh_sd\kappa_1$. The stretching strain averages to zero over the disc and adds nothing to this. Setting the derivative of the total energy to zero,

$$\sigma_fh_fh_s=\frac{M_sh_s^3}{6}(\kappa_1-\kappa_0)+\frac{Eh_sa^4\kappa_1G}{96}.$$

Factor out the first term and use $E/M_s=1-\nu$:

$$\sigma_f=\sigma_{\rm Stoney}\left[1+\frac{(1-\nu)a^4\kappa_1(\kappa_1+\kappa_0)}{16h_s^2}\right].$$

With the same rough $\nu=0.28$, this estimate gives 0.75% of the Stoney value for your wafer and about $-0.02\%$ for the wafer that bends through flat. It keeps the curvature uniform, whereas the curvature of a stretched plate varies from centre to rim. A fit along a diameter can therefore need a correction more than half as large again, so take these figures as a guide to size, not as values to correct with. The correction grows as $a^4/h_s^2$ at given curvatures, so large, thin wafers need care.

**Q:** The film also has a finite thickness. Does that matter?

**A:** Very little. The film's force acts at $(h_s+h_f)/2$ rather than $h_s/2$. The moment balance then shows that the Stoney value exceeds the mean film stress by the fraction $h_f/h_s$, or 0.069%, if we neglect the film's own bending stiffness.

Linear elasticity is safe as well. At the wafer's top face the strain is $e-h_s(\kappa_1-\kappa_0)/2$. The force balance contributes $-\sigma_fh_f/h_s$ to the stress there, and the bending term contributes $-3\sigma_fh_f/h_s$. The sum is a compression of 1.31 MPa, a strain below $10^{-5}$.

**Q:** How close is this example to a real film, and what should worry me more than these corrections?

**A:** The numbers suit tensile silicon nitride on silicon. The wafer has a common format, and a few hundred MPa is a reasonable stress for such a film, though nitride grown in a hot furnace can reach roughly 1 GPa. The assumption to check first is that the film covers one face. Furnace deposition coats both. Equal films on the two faces exert opposite moments, so the curvature change is zero and the equation reports no stress at all, an error of 100%. The back film must be removed before the second scan.

Three other inputs matter here:

- A wafer thickness entered 5 µm too large raises the stress by 1.38%, because $h_s$ enters squared.
- Using the (111) modulus, 229.8 GPa with $c_{44}=80$ GPa, for this (100) wafer raises it by 27%.
- A 10 K change in the temperature of the coated scan (that of the bare scan hardly matters) changes the film stress by about 3 MPa, for a rough film modulus of 300 GPa and a rough expansion mismatch of 1 ppm/K.

The result is the total film stress at the temperature of the second scan, including any thermal part. The bare scan must also describe the wafer that received the film. If processing removes an older layer or permanently deforms the silicon, the curvature difference contains that change too.

**Q:** So for each wafer I should record two signed curvatures, taken on the same face and the same support, and subtract those.

**A:** Yes, the bare value from the coated one. The numerical output lists the three wafers one after another, with the same film stress and three different answers from the radius rule.

## Numbers as computed

```
wafer thickness            725 um
wafer diameter             200 mm
film thickness             500 nm
Si c11, c12, c44 (rough)   166, 64, 80 GPa
Si Poisson ratio (rough)   0.28
film modulus (rough)       300 GPa
Si(100) biaxial modulus    180.7 GPa
M_s h_s^2/(6 h_f)          31651 MPa m
A: R0, R1                  100.0, 40.00 m
A: 1/R0, 1/R1              0.0100, 0.0250 1/m
A: R1 - R0                 -60.0 m
A: stress, right rule      474.8 MPa
A: stress, radius rule     -527.5 MPa
A: stress, unsigned 1/R    474.8 MPa
A: radius rule / right     -1.1111
B: R0, R1                  -100.0, 200.00 m
B: 1/R0, 1/R1              -0.0100, 0.0050 1/m
B: R1 - R0                 300.0 m
B: stress, right rule      474.8 MPa
B: stress, radius rule     105.5 MPa
B: stress, unsigned 1/R    -158.3 MPa
B: radius rule / right     0.2222
C: R0, R1                  10000.0, 66.23 m
C: 1/R0, 1/R1              0.0001, 0.0151 1/m
C: R1 - R0                 -9933.8 m
C: stress, right rule      474.8 MPa
C: stress, radius rule     -3.2 MPa
C: stress, unsigned 1/R    474.8 MPa
C: radius rule / right     -0.0067
curvature change           0.0150 1/m
equivalent radius R_eff    66.67 m
film stress converted      0.00296 eV/A^3
x for equal magnitude      0.3820, 2.6180
max ratio, opposite signs  0.2500
curvature-change spread    5.0e-08 (relative)
finite film thickness      0.069 %
plate stretching, wafer A  0.75 %
plate stretching, wafer B  -0.021 %
gravity sag at centre      23.8 um
A with sag: R0, R1         66.6, 33.3 m
A with sag: right rule     474.9 MPa
A with sag: radius rule    -951.4 MPa
wafer thickness error      5 um
its effect on stress       1.38 %
Si(111) biaxial modulus    229.8 GPa
error if (111) value used  27.2 %
expansion mismatch (rough) 1.0 ppm/K
scan temperature gap       10 K
its effect on stress       3.0 MPa
peak stress in silicon     1.31 MPa (size)
```
